# Wigner Rotation from Two SL(2,C) Boosts, and Thomas Precession, part 2

An accelerated body receives a small boost at each moment, on top of the velocity it already has. Successive boosts along different lines leave over a rotation, and we want the resulting precession of a spin.

Units have $c=1$. A boost of rapidity $a$ along the unit vector $\mathbf m$ is $B(a\mathbf m)=\cosh(a/2)+\sinh(a/2)\,\mathbf m\cdot\boldsymbol\sigma$, with $\sigma_i$ the Pauli matrices. It gives a body at rest the velocity $\boldsymbol\beta=\tanh a\,\mathbf m$, with $\gamma=\cosh a$ and $\tanh(a/2)=\gamma\beta/(\gamma+1)$. A matrix $M$ acts on an event $X=t+\mathbf x\cdot\boldsymbol\sigma$ by $X\to MXM^\dagger$. For any vectors $\mathbf p,\mathbf q$,

$$(\mathbf p\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)=\mathbf p\cdot\mathbf q+i(\mathbf p\times\mathbf q)\cdot\boldsymbol\sigma .\tag{1}$$

For $\mathbf x_\perp$ perpendicular to $\mathbf m$, and $B=B(a\mathbf m)$,

$$B\,(\mathbf x_\perp\cdot\boldsymbol\sigma)\,B=\mathbf x_\perp\cdot\boldsymbol\sigma .\tag{2}$$

A product $M=B(a\mathbf m)B(b\mathbf n)$, with the components of the unit vector $\mathbf n$ taken along the moving axes, has the unique polar form $B(r\mathbf e)\,U(w\mathbf k)$, and

$$MM^\dagger=\cosh r+\sinh r\;\mathbf e\cdot\boldsymbol\sigma=B(r\mathbf e)^2 .\tag{4}$$

Here $U(w\mathbf k)=\cos(w/2)-i\sin(w/2)\,\mathbf k\cdot\boldsymbol\sigma$ is a right-handed rotation about $\mathbf k=\mathbf n\times\mathbf m/\sin\theta$, where $\theta$ is the angle between $\mathbf m$ and $\mathbf n$. The Wigner angle $w$ obeys

$$\tan\frac w2=\frac{\sin\theta}{\cos\theta+\coth\frac a2\coth\frac b2}.$$

For small rapidities $w\approx\tfrac12ab\sin\theta$. If only $b$ is small, write $d\boldsymbol\xi=b\,\mathbf n$; to first order the rotation is

$$d\mathbf w=w\,\mathbf k=\tanh\frac a2\;d\boldsymbol\xi\times\mathbf m .\tag{10}$$

The numerical example for two boosts has speeds $0.6$ and $0.8$ at $\theta=60^\circ$, with $\mathbf m$ along $x$ and $\mathbf n$ in the $xy$ plane. The values of $w/b$ keep the first boost and $\theta$ and take $b$ small.

## From the rest frame to the laboratory

The vector $d\boldsymbol\xi$ is the velocity gained as judged in the frame that moves with the body. The laboratory sees a different change $d\boldsymbol\beta$. To find it, form $MM^\dagger$ for $M=B(a\mathbf m)B(d\boldsymbol\xi)$. The rotation drops out, and (4), with $\cosh r=\gamma'$ and $\sinh r\,\mathbf e=\gamma'\boldsymbol\beta'$, gives

$$\gamma'(1+\boldsymbol\beta'\cdot\boldsymbol\sigma)=B(a\mathbf m)\,(1+d\boldsymbol\xi\cdot\boldsymbol\sigma)\,B(a\mathbf m),$$

where primes mark values after the small boost, and $B(d\boldsymbol\xi)^2=1+d\boldsymbol\xi\cdot\boldsymbol\sigma$ to first order. Split $d\boldsymbol\xi=d\xi_\parallel\mathbf m+d\boldsymbol\xi_\perp$.

- The unit matrix gives $B^2=\gamma(1+\beta\,\mathbf m\cdot\boldsymbol\sigma)$.
- The parallel part commutes with $B$ and gives $d\xi_\parallel\,\mathbf m\cdot\boldsymbol\sigma\,B^2=\gamma\,d\xi_\parallel(\beta+\mathbf m\cdot\boldsymbol\sigma)$.
- The perpendicular part is unchanged, by (2).

Comparing coefficients,

$$d\gamma=\gamma\beta\,d\xi_\parallel,\qquad d(\gamma\boldsymbol\beta)=\gamma\,d\xi_\parallel\,\mathbf m+d\boldsymbol\xi_\perp .$$

Now $d(\gamma\boldsymbol\beta)=\gamma\,d\boldsymbol\beta+\boldsymbol\beta\,d\gamma$, and the last term is parallel to $\mathbf m$. The perpendicular components therefore give $\gamma\,d\boldsymbol\beta_\perp=d\boldsymbol\xi_\perp$. The parallel components give $\gamma\,d\beta_\parallel=\gamma\,d\xi_\parallel(1-\beta^2)=d\xi_\parallel/\gamma$. Thus

$$d\boldsymbol\beta_\perp=\frac{d\boldsymbol\xi_\perp}{\gamma},\qquad d\beta_\parallel=\frac{d\xi_\parallel}{\gamma^2}.\tag{11}$$

The cross product in (10) selects the perpendicular part. Insert $d\boldsymbol\xi_\perp=\gamma\,d\boldsymbol\beta_\perp$ and $\tanh(a/2)=\gamma\beta/(\gamma+1)$:

$$d\mathbf w=\frac{\gamma\beta}{\gamma+1}\,\gamma\,d\boldsymbol\beta\times\mathbf m=\frac{\gamma^2}{\gamma+1}\,d\boldsymbol\beta\times\boldsymbol\beta .\tag{12}$$

One factor $\gamma$ comes from the half rapidity and the other from the change of frame. Central differences of the numerical decomposition, for 50 random velocities and boost directions, agree with (12) to about $10^{-9}$ rad per unit rapidity, and with (11) within the test tolerance of about $10^{-5}$.

## Why a spin turns in this way

So far $d\mathbf w$ is a property of matrices. To connect it with a spin one must say what it means that no torque acts. The condition is this: in the frame moving with the body, the axes at the next moment follow from the present axes by a pure small boost, without rotation.

Let the matrix $L(t)$ carry the body's own rest axes into the laboratory. The condition reads

$$L(t+dt)=L(t)\,B(d\boldsymbol\xi'),$$

where $d\boldsymbol\xi'$ has its components along the body's own axes. The polar form of $L$ is $L=B_{\boldsymbol\beta}R$, where $B_{\boldsymbol\beta}$ is the pure boost to the present velocity and $R$ is a rotation. Moving $R$ through the small boost turns its direction, $R\,B(d\boldsymbol\xi')=B(d\boldsymbol\xi)\,R$, where $d\boldsymbol\xi$ is $d\boldsymbol\xi'$ rotated by $R$. Hence

$$L(t+dt)=B_{\boldsymbol\beta}\,B(d\boldsymbol\xi)\,R=B_{\boldsymbol\beta+d\boldsymbol\beta}\,U(d\mathbf w)\,R(t).$$

The polar form is unique, so $R(t+dt)=U(d\mathbf w)R(t)$. Let $\mathbf s$ be the spin vector in the rest frame that is reached from the laboratory by a pure boost. It is a constant vector $\mathbf s_0$ turned by $R$, and so it obeys

$$\frac{d\mathbf s}{dt}=\boldsymbol\omega_T\times\mathbf s,\qquad\boxed{\boldsymbol\omega_T=\frac{\gamma^2}{\gamma+1}\,\frac{\dot{\mathbf v}\times\mathbf v}{c^2}}\tag{13}$$

with $c$ restored and $\dot{\mathbf v}=d\mathbf v/dt$ taken in laboratory time. The precession needs an acceleration across the velocity. A body that speeds up along a straight line shows none.

The same condition can be stated for the spin four-vector, $S=L\,(\mathbf s_0\cdot\boldsymbol\sigma)\,L^\dagger$. By (1), to first order,

$$B(d\boldsymbol\xi')\,(\mathbf s_0\cdot\boldsymbol\sigma)\,B(d\boldsymbol\xi')=\mathbf s_0\cdot\boldsymbol\sigma+d\boldsymbol\xi'\cdot\mathbf s_0 ,$$

so that $dS=(d\boldsymbol\xi'\cdot\mathbf s_0)\,LL^\dagger$. Here $LL^\dagger=u$ is the four-velocity, the image of the rest vector $(1,\mathbf 0)$. Its change $du=L\,(d\boldsymbol\xi'\cdot\boldsymbol\sigma)\,L^\dagger$ is the image of $(0,d\boldsymbol\xi')$. In the metric $(+,-,-,-)$ the invariant product is $S\cdot du=-\mathbf s_0\cdot d\boldsymbol\xi'$, and therefore

$$dS=-(S\cdot du)\,u .\tag{14}$$

This is Fermi–Walker transport of a vector with $S\cdot u=0$. It contains no boost from the laboratory and no rotation $R$, so it offers an independent test of (13). Equation (14) was integrated for $\boldsymbol\beta(t)=(0.6\cos t,\,0.4\sin t,\,0.2\sin2t)$ from $t=0$ to $5$, and the spin was boosted back to rest at each sampled time. A unit spin changed by $0.54$ in length of difference vector, and the result agreed with the solution of (13) to $4\times10^{-11}$.

## One turn on a circle

Let the velocity turn anticlockwise at the constant rate $\Omega$, so that $\dot{\boldsymbol\beta}=\Omega\,\hat{\mathbf z}\times\boldsymbol\beta$ with $\boldsymbol\beta$ perpendicular to $\hat{\mathbf z}$. Then

$$\dot{\boldsymbol\beta}\times\boldsymbol\beta=-\boldsymbol\beta\times(\Omega\,\hat{\mathbf z}\times\boldsymbol\beta)=-\Omega\beta^2\,\hat{\mathbf z}.$$

With $\gamma^2\beta^2=\gamma^2-1=(\gamma-1)(\gamma+1)$, equation (13) becomes

$$\boldsymbol\omega_T=-(\gamma-1)\,\Omega\,\hat{\mathbf z}.\tag{15}$$

The spin turns against the sense of the orbit. At speed $0.6$, $\gamma-1=0.25$, and a spin in the orbital plane turns by $-0.25\times360^\circ=-90^\circ$ in one orbit. Integration of (14) once round the circle gives $-90.0000^\circ$. A spin along $\hat{\mathbf z}$ stays as it is. As the speed approaches that of light, the rate (15) grows without bound relative to $\Omega$.

## What depends on the laboratory

The rotation $R$ compares the body's axes with axes boosted from one particular laboratory. While the velocity is changing, another inertial laboratory will in general find another $\boldsymbol\omega_T$ (laboratories boosted along the line of a straight motion all find zero). A closed loop in velocity is different. At its start and end the boost $B_{\boldsymbol\beta}$ is the same, and

$$L_{\rm end}L_{\rm start}^{-1}=B_{\boldsymbol\beta}\,W\,B_{\boldsymbol\beta}^{-1},\qquad W=R_{\rm end}R_{\rm start}^{-1}.$$

A change of laboratory replaces $L$ by $\Lambda L$ with a fixed matrix $\Lambda$, and the left side becomes $\Lambda L_{\rm end}L_{\rm start}^{-1}\Lambda^{-1}$. Its trace is unchanged. The trace of a rotation matrix $W$ is $2\cos(w/2)$, so all inertial laboratories agree on the size of the net rotation, up to full turns.

## The angle as an area

For velocities in one plane the rotation has a simple geometric measure. Describe the velocity by its rapidity $a$ and its polar angle $\phi$. In the step from $(a,\phi)$ to $(a+da,\phi+d\phi)$ the perpendicular change is $d\beta_\perp=\beta\,d\phi$, and (12) gives a rotation about $\hat{\mathbf z}$ of

$$dw_z=-\frac{\gamma^2\beta^2}{\gamma+1}\,d\phi=-(\cosh a-1)\,d\phi .\tag{16}$$

Use the rapidity gained in the moving frame as the measure of length. By (11), a radial step has length $d\xi_\parallel=\gamma^2d\beta=da$, because $d\tanh a=da/\cosh^2a$. A step across has length $d\xi_\perp=\gamma\beta\,d\phi=\sinh a\,d\phi$. The element of area is then $\sinh a\,da\,d\phi$, and the sector between the origin and the path has the area

$$d\phi\int_0^a\sinh a'\,da'=(\cosh a-1)\,d\phi .$$

This is the size of (16). Rotations about one fixed axis add, so a simple closed anticlockwise path turns the spin by minus the area that it encloses.

Two finite boosts are a case of this. Increase the second rapidity from $0$ to $b$ in small steps along the fixed direction $\mathbf n$ of the moving axes. This is torque-free transport, and it ends at $B(a\mathbf m)B(b\mathbf n)$. The radial sides of the triangle, from the origin to the first velocity and from the resultant velocity back to the origin, have $d\phi=0$ and contribute nothing. The Wigner angle $w$ is therefore the area of the triangle formed by the boosts $a$, $b$ and $r$. For small rapidities this is the flat area $\tfrac12ab\sin\theta$, in agreement with the limit found in the first half.

## Low speed, torque and the spin–orbit factor

At low speed $\gamma^2/(\gamma+1)\to\tfrac12$, and $\boldsymbol\omega_T\approx\dot{\mathbf v}\times\mathbf v/(2c^2)$. At $0.01c$ the factor is $0.50004$; at $0.6c$ it is $0.694$.

If a torque acts, the moving frame also sees a small rotation $d\boldsymbol\varphi=\boldsymbol\omega_0\,d\tau$, where $d\tau=dt/\gamma$ is the proper time and $\boldsymbol\omega_0$ is referred to the boosted axes. The step above then becomes $R(t+dt)=U(d\mathbf w)U(d\boldsymbol\varphi)R(t)$. Small rotations add, so the total rate is $\boldsymbol\omega_0/\gamma+\boldsymbol\omega_T$.

Consider a particle of charge $q$, mass $m_0$ and gyromagnetic factor $g$ in a laboratory field $\mathbf E$ without magnetic field, to first order in $\boldsymbol\beta=\mathbf v/c$. The force law for any charge of this kind is

$$\frac{d(\gamma\boldsymbol\beta)}{d\tau}=\gamma\,\boldsymbol\epsilon,\qquad\frac{d\gamma}{d\tau}=\gamma\boldsymbol\beta\cdot\boldsymbol\epsilon,\qquad\boldsymbol\epsilon=\frac{q\mathbf E}{m_0c},$$

which is the action of the small boost $B(\boldsymbol\epsilon\,d\tau)$ on the four-velocity. In the frame moving with $\boldsymbol\beta$ the same change is made by $B_{\boldsymbol\beta}^{-1}B(\boldsymbol\epsilon\,d\tau)B_{\boldsymbol\beta}$. Its generator is, by (1),

$$\tfrac12\boldsymbol\epsilon\cdot\boldsymbol\sigma-\tfrac14[\boldsymbol\beta\cdot\boldsymbol\sigma,\boldsymbol\epsilon\cdot\boldsymbol\sigma]=\tfrac12\boldsymbol\epsilon\cdot\boldsymbol\sigma-\tfrac i2(\boldsymbol\beta\times\boldsymbol\epsilon)\cdot\boldsymbol\sigma .$$

The second term is a rotation at the rate $\boldsymbol\beta\times\boldsymbol\epsilon$. A magnetic field $\mathbf B'$ turns the velocity of a charge at the rate $-q\mathbf B'/m_0$, so the moving frame contains such a field, with $-q\mathbf B'/m_0=\boldsymbol\beta\times\boldsymbol\epsilon$. The magnetic moment $gq\mathbf s/(2m_0)$ feels the torque $gq\,\mathbf s\times\mathbf B'/(2m_0)$, which turns the spin at the rate $-gq\mathbf B'/(2m_0)$. With $\dot{\mathbf v}=q\mathbf E/m_0$ at this order,

$$\boldsymbol\omega_0=\frac g2\,\frac{\mathbf v\times\dot{\mathbf v}}{c^2},\qquad\boldsymbol\omega_0+\boldsymbol\omega_T=\frac{g-1}2\,\frac{\mathbf v\times\dot{\mathbf v}}{c^2}.$$

For $g=2$ the Thomas term removes half of the magnetic precession. This is the factor one half in the spin–orbit coupling of a slow electron.

The derivation assumes special relativity, with inertial laboratories in flat space-time, and a body small enough to have one velocity. Gravitational fields lie outside its scope. The numerical output below lists the main computed values.

## Table of computed values

```
first speed                      0.6000 c
second speed                     0.8000 c
angle theta between boosts       60.0000 deg
gamma of first boost             1.250000
gamma of second boost            1.666667
rapidity a                       0.693147
rapidity b                       1.098612
tanh(a/2)                        0.333333
tanh(b/2)                        0.500000
K = coth(a/2) coth(b/2)          6.000000
tan(w/2), formula                0.133235
w, formula                       0.264909 rad
w, formula                       15.1782 deg
w, 4x4 polar decomposition       15.1782 deg
z component of rotation axis     -1.0000
resultant gamma                  2.583333
resultant speed                  0.922039 c
resultant direction from x       28.9977 deg
direction, boosts reversed       44.1759 deg
theta of largest w, search       99.594 deg
largest w, search                19.1881 deg
w/b by decomposition, b = 0.1    0.286034
w/b by decomposition, b = 0.01   0.288432
w/b by decomposition, b = 0.001  0.288651
limit tanh(a/2) sin(theta)       0.288675
circle: omega_T/Omega, formula   -0.250000
spin turn per orbit, formula     -90.0000 deg
spin turn per orbit, transport   -90.0000 deg
gamma^2/(gamma+1) at 0.6 c       0.694444
gamma^2/(gamma+1) at 0.01 c      0.500038
largest error, 200 boost pairs   7.3e-15 rad
largest error, small-boost law   1.0e-09 rad per rapidity
spin change on curved path       0.5379 (unit spin)
largest error on curved path     3.9e-11 (unit spin)
```
